# Ring currents of annulenes and the effect of bond alternation: a program that tests the result

```python
"""Hueckel-London ring current of an N-site ring with N pi electrons.

Result under test: the current is I = -dE/dFlux. A uniform 4n ring has a
current jump at zero flux, hence a divergent linear paratropic response.
Hoppings t(1+delta), t(1-delta) make it finite, with curvature
  K = d2E/dphi2 = 4t(1-delta^2)/N^2 * sum_m (c^4 - delta^2 s^4)/f^3,
  c = cos y_m, s = sin y_m, y_m = 2 pi m/N, m = 0..N/2-1,
  f = sqrt(c^2 + delta^2 s^2).
Symbols: phi = e*Flux/hbar; t = hopping strength; delta = alternation.
Tests use t = e = hbar = 1; the worked example uses SI constants.
Positive current is counterclockwise, field along +z; electron charge is -e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def hoppings(N, delta):
    return 1.0 + delta * (-1.0) ** np.arange(N)


def hamiltonian(hop, phases):
    N = len(hop)
    H = np.zeros((N, N), complex)
    for j in range(N):
        k = (j + 1) % N
        H[k, j] += -hop[j] * np.exp(1j * phases[j])
        H[j, k] += -hop[j] * np.exp(-1j * phases[j])
    return H


def ring_matrix(N, delta, phi):
    return hamiltonian(hoppings(N, delta), np.full(N, -phi / N))


def energy(N, delta, phi, triplet=False):
    levels = np.linalg.eigvalsh(ring_matrix(N, delta, phi))
    occupation = np.zeros(N)
    occupation[:N // 2] = 2
    if triplet:
        occupation[N // 2 - 1:N // 2 + 1] = 1
    return occupation @ levels


def band_parts(N, delta, phi):
    y = (2 * np.pi * np.arange(N // 2) + phi) / N
    c, s = np.cos(y), np.sin(y)
    return c, s, np.sqrt(c**2 + delta**2 * s**2)


def slope(N, delta, phi):
    """Derived formula for dE/dphi at t = 1."""
    c, s, f = band_parts(N, delta, phi)
    return 4 * (1 - delta**2) / N * np.sum(s * c / f)


def curvature_terms(N, delta):
    c, s, f = band_parts(N, delta, 0.0)
    return (1 - delta**2) * (c**4 - delta**2 * s**4) / f**3


def curvature(N, delta):
    """Derived formula for d2E/dphi2 at phi = 0, t = 1."""
    return 4 / N**2 * np.sum(curvature_terms(N, delta))


def truncated_curvature(N, delta):
    """Small-delta form for 4n rings, t = 1."""
    return 4 / N**2 * (1 / np.tan(np.pi / N) - 1 / delta + delta)


def polygon(N, radius):
    angle = 2 * np.pi * np.arange(N) / N
    return radius * np.column_stack([np.cos(angle), np.sin(angle)])


def cross(a, b):
    return a[0] * b[1] - a[1] * b[0]


def wire_field(N, radius, x):
    """B_z per ampere at (x, 0) from a polygonal wire, closed form."""
    corners, point, total = polygon(N, radius), np.array([x, 0.0]), 0.0
    for j in range(N):
        a = corners[j] - point
        b = corners[(j + 1) % N] - point
        u = (b - a) / np.linalg.norm(b - a)
        total += (b @ u / np.linalg.norm(b)
                  - a @ u / np.linalg.norm(a)) / cross(a, u)
    return const.mu_0 / (4 * np.pi) * total


# --- only the total phase matters: London phases, displaced origin ---
for N, delta in [(6, 0.1), (8, 0.2)]:
    sites = polygon(N, 1.3) + np.array([0.8, -2.1])
    triangles = np.array([0.5 * cross(sites[j], sites[(j + 1) % N])
                          for j in range(N)])
    area = 0.5 * N * 1.3**2 * np.sin(2 * np.pi / N)
    H = hamiltonian(hoppings(N, delta), -0.7 / area * triangles)
    E = 2 * np.linalg.eigvalsh(H)[:N // 2].sum()
    assert abs(E - energy(N, delta, 0.7)) < 1e-10

# --- closed energies of uniform rings, singlet and triplet ---
for phi in (-2.0, 0.3, 3.0):
    for N in (6, 10, 14):
        formula = -4 * np.cos(phi / N) / np.sin(np.pi / N)
        assert abs(energy(N, 0, phi) - formula) < 1e-10
    for N in (4, 8, 12):
        formula = -4 * np.cos((np.pi - abs(phi)) / N) / np.sin(np.pi / N)
        assert abs(energy(N, 0, phi) - formula) < 1e-10
        formula = -4 * np.cos(phi / N) / np.tan(np.pi / N)
        assert abs(energy(N, 0, phi, triplet=True) - formula) < 1e-10

# --- current from the continuity equation equals -dE/dFlux ---
for N, delta, phi in [(6, 0, 0.5), (8, 0, 0.5), (8, 0.1, 0.4), (10, 0.2, -1)]:
    vectors = np.linalg.eigh(ring_matrix(N, delta, phi))[1][:, :N // 2]
    density = 2 * vectors @ vectors.conj().T
    bond_currents = []
    for j in range(N):
        one_bond = np.zeros(N)
        one_bond[j] = hoppings(N, delta)[j]
        Hb = hamiltonian(one_bond, np.full(N, -phi / N))
        number = np.zeros((N, N))
        number[(j + 1) % N, (j + 1) % N] = 1
        inflow = np.trace(density @ (1j * (Hb @ number - number @ Hb))).real
        bond_currents.append(-inflow)
    h = 1e-4
    numeric = (energy(N, delta, phi + h) - energy(N, delta, phi - h)) / (2 * h)
    assert np.allclose(bond_currents, -numeric, atol=1e-7)
    assert abs(slope(N, delta, phi) - numeric) < 1e-7

# --- current jump and divergent coefficient of uniform 4n rings ---
for N in (4, 8, 12):
    h = 1e-5
    right = -(energy(N, 0, 2 * h) - energy(N, 0, h)) / h
    left = -(energy(N, 0, -h) - energy(N, 0, -2 * h)) / h
    assert abs(right - 4 / N) < 1e-4 and abs(left + 4 / N) < 1e-4

# --- curvature formula against diagonalization ---
h = 2e-3
for N in (4, 6, 8, 10, 12):
    for delta in (0.05, 0.1, 0.3, 0.5):
        numeric = (energy(N, delta, h) - 2 * energy(N, delta, 0)
                   + energy(N, delta, -h)) / h**2
        assert abs(numeric - curvature(N, delta)) < 1e-6 + 1e-4 * abs(numeric)
for delta in np.linspace(0.02, 0.9, 45):
    assert all(curvature(N, delta) < 0 for N in (4, 8, 12, 16))
    assert all(curvature(N, delta) > 0 for N in (6, 10, 14))

# --- small-delta form: the remainder is of second order ---
for N in (8, 12):
    rest = [curvature(N, d) - truncated_curvature(N, d) for d in (0.004, 0.002)]
    assert abs(rest[0] / rest[1] - 4) < 0.1
assert truncated_curvature(8, 0.5) > 0 > curvature(8, 0.5)

# --- Fourier signs and flux harmonics ---
q = 2 * np.pi * np.arange(4096) / 4096
band = np.sqrt(np.cos(q / 2)**2 + 0.1**2 * np.sin(q / 2)**2)
harmonic = np.fft.fft(band).real / 4096
order = np.arange(1, 61)
assert np.all((-1.0) ** (order + 1) * harmonic[order] > 0)
for N in (6, 8):
    M, p = N // 2, np.arange(1, 80)
    series = -4 * M * (harmonic[0] + 2 * np.sum(harmonic[p * M]
                                                * np.cos(0.9 * p)))
    assert abs(series - energy(N, 0.1, 0.9)) < 1e-9

# --- frontier mixing causes the paratropic pole ---
N, delta, h = 8, 0.1, 1e-3
Hp, H0, Hm = (ring_matrix(N, delta, x) for x in (h, 0.0, -h))
first, second = (Hp - Hm) / (2 * h), (Hp - 2 * H0 + Hm) / h**2
levels, vectors = np.linalg.eigh(H0)
first = vectors.conj().T @ first @ vectors
second = vectors.conj().T @ second @ vectors
half = N // 2
frontier_gap = levels[half] - levels[half - 1]
frontier_element = abs(first[half, half - 1])
mixing = -4 * np.abs(first[half:, :half])**2 / (
    levels[half:, None] - levels[None, :half])
total = 2 * np.trace(second[:half, :half]).real + mixing.sum()
frontier_mixing = mixing[0, half - 1]
without_frontier = total - frontier_mixing
assert abs(total - curvature(N, delta)) < 1e-6
assert abs(frontier_gap - 4 * delta) < 1e-10
assert abs(frontier_element - 2 / N) < 1e-6
assert abs(frontier_mixing + 4 / (N**2 * delta)) < 1e-6
assert without_frontier > 0

# --- crossover flux and linear energy gain ---
crossover_current = -slope(8, 1e-3, 8e-3)
assert abs(crossover_current / (4 / 8) - 1 / np.sqrt(2)) < 0.01
gain = energy(8, 1e-4, 0) - energy(8, 0, 0)
assert abs(gain / (-4e-4) - 1) < 2e-3
assert abs(energy(6, 1e-4, 0) - energy(6, 0, 0)) < 1e-6

# --- field of the polygonal wire against Biot-Savart quadrature ---
for N, x in [(6, 0.0), (6, 1.8), (8, 1.6)]:
    corners, integral = polygon(N, 1.0), 0.0
    for j in range(N):
        start, step = corners[j], corners[(j + 1) % N] - corners[j]

        def integrand(w):
            separation = np.array([x, 0.0]) - start - w * step
            return cross(step, separation) / np.linalg.norm(separation)**3
        integral += quad(integrand, 0, 1)[0]
    integral *= const.mu_0 / (4 * np.pi)
    assert abs(wire_field(N, 1.0, x) / integral - 1) < 1e-7

# --- worked example in SI units ---
t_eV, side_A, proton_A, field_T, delta = 2.5, 1.40, 1.1, 10.0, 0.1
t_J, side = t_eV * const.e, side_A * 1e-10
e_hbar = const.e / const.hbar


def ring_area(N):
    return N * side**2 / (4 * np.tan(np.pi / N))


def linear_response(N, K):
    """I/B in nA/T for the curvature K in units of t."""
    return -e_hbar**2 * t_J * K * ring_area(N) * 1e9


def finite_response(N, delta, B):
    """I/B in nA/T at the finite field B."""
    return -e_hbar * t_J * slope(N, delta, e_hbar * B * ring_area(N)) / B * 1e9


print(f"hopping t = {t_eV:.2f} eV; bond length = {side_A:.2f} angstrom")
print(f"corner-proton distance = {proton_A:.2f} angstrom")
print(f"field B = {field_T:.1f} T; alternation delta = {delta:.2f}")
print(f"e/hbar = {e_hbar:.5e} 1/Wb")
for N in (6, 8):
    R = side / (2 * np.sin(np.pi / N))
    print(f"N={N}: corner radius = {R * 1e10:.4f} angstrom")
    print(f"N={N}: area = {ring_area(N) * 1e20:.4f} angstrom^2")
    print(f"N={N}: phi at B = {e_hbar * field_T * ring_area(N):.4e} rad")
    terms = " ".join(f"{v:.4f}" for v in curvature_terms(N, delta))
    print(f"N={N}: curvature terms m=0,1,.. = {terms}")
    print(f"N={N}: K/t at delta = {curvature(N, delta):.5f}")
    response = linear_response(N, curvature(N, delta))
    print(f"N={N}: linear I/B at delta = {response:.3f} nA/T")
    for label, x in (("centre", 0.0), ("proton", R + proton_A * 1e-10)):
        per_amp = wire_field(N, R, x)
        shift = per_amp * response * 1e-9 / 3 * 1e6
        print(f"N={N} {label}: B_ind/I = {per_amp:.2f} T/A")
        print(f"N={N} {label}: shift contribution = {shift:.2f} ppm")

K6 = 4 / (36 * np.sin(np.pi / 6))
R6 = side / (2 * np.sin(np.pi / 6))
I6 = linear_response(6, K6)
shift6 = wire_field(6, R6, R6 + proton_A * 1e-10) * I6 * 1e-3 / 3
print(f"N=6 uniform: K/t = {K6:.5f}; I/B = {I6:.3f} nA/T")
print(f"N=6 uniform: proton shift contribution = {shift6:.2f} ppm")
print(f"N=8 uniform: current jumps to +-{e_hbar * t_J / 2 * 1e6:.2f} uA")
print(f"N=8 uniform singlet: I/B at 10 T = {finite_response(8, 0, 10):.1f} nA/T")
print(f"N=8 uniform singlet: I/B at 1 T = {finite_response(8, 0, 1):.1f} nA/T")
K_triplet = 4 / (64 * np.tan(np.pi / 8))
print(f"N=8 uniform triplet: I/B = {linear_response(8, K_triplet):.3f} nA/T")
print(f"N=8: cot(pi/8) = {1 / np.tan(np.pi / 8):.4f}")
print(f"N=8: frontier gap at delta = {frontier_gap * t_eV:.4f} eV")
print(f"N=8: frontier element/t = {frontier_element:.4f}")
print(f"N=8: frontier mixing part of K/t = {frontier_mixing:.5f}")
print(f"N=8: K/t without it = {without_frontier:.5f}")
energy_change = t_eV * (energy(8, delta, 0) - energy(8, 0, 0))
print(f"N=8: pi energy change at delta = {energy_change:.4f} eV")
print(f"N=8: first-order part -4t*delta = {-4 * t_eV * delta:.4f} eV")
B_cross = 8 * delta / (e_hbar * ring_area(8))
print(f"N=8: field where phi/N = delta: {B_cross:.0f} T")
print("N=8 table, I/B in nA/T: delta, linear, at 10 T, truncated")
for d in (0.5, 0.2, 0.1, 0.05, 0.01, 1e-3, 1e-4, 1e-5):
    print(f"  {d:.0e} {linear_response(8, curvature(8, d)):.2f}"
          f" {finite_response(8, d, 10):.2f}"
          f" {linear_response(8, truncated_curvature(8, d)):.2f}")
print("verified")
```

Running it gives:

```
hopping t = 2.50 eV; bond length = 1.40 angstrom
corner-proton distance = 1.10 angstrom
field B = 10.0 T; alternation delta = 0.10
e/hbar = 1.51927e+15 1/Wb
N=6: corner radius = 1.4000 angstrom
N=6: area = 5.0922 angstrom^2
N=6: phi at B = 7.7365e-04 rad
N=6: curvature terms m=0,1,.. = 0.9900 0.4309 0.4309
N=6: K/t at delta = 0.20576
N=6: linear I/B at delta = -9.687 nA/T
N=6 centre: B_ind/I = 4948.72 T/A
N=6 centre: shift contribution = -15.98 ppm
N=6 proton: B_ind/I = -461.34 T/A
N=6 proton: shift contribution = 1.49 ppm
N=8: corner radius = 1.8292 angstrom
N=8: area = 9.4637 angstrom^2
N=8: phi at B = 1.4378e-03 rad
N=8: curvature terms m=0,1,.. = 0.9900 0.6828 -9.9000 0.6828
N=8: K/t at delta = -0.47153
N=8: linear I/B at delta = 41.256 nA/T
N=8 centre: B_ind/I = 3623.15 T/A
N=8 centre: shift contribution = 49.83 ppm
N=8 proton: B_ind/I = -613.85 T/A
N=8 proton: shift contribution = -8.44 ppm
N=6 uniform: K/t = 0.22222; I/B = -10.462 nA/T
N=6 uniform: proton shift contribution = 1.61 ppm
N=8 uniform: current jumps to +-304.27 uA
N=8 uniform singlet: I/B at 10 T = 30413.5 nA/T
N=8 uniform singlet: I/B at 1 T = 304253.6 nA/T
N=8 uniform triplet: I/B = -13.202 nA/T
N=8: cot(pi/8) = 2.4142
N=8: frontier gap at delta = 1.0000 eV
N=8: frontier element/t = 0.2500
N=8: frontier mixing part of K/t = -0.62500
N=8: K/t without it = 0.15347
N=8: pi energy change at delta = -1.0705 eV
N=8: first-order part -4t*delta = -1.0000 eV
N=8: field where phi/N = delta: 5564 T
N=8 table, I/B in nA/T: delta, linear, at 10 T, truncated
  5e-01 0.99 0.99 -5.00
  2e-01 14.28 14.28 13.05
  1e-01 41.26 41.26 40.94
  5e-02 95.97 95.97 95.89
  1e-02 533.59 533.50 533.58
  1e-03 5455.20 5368.96 5455.20
  1e-04 54670.84 26574.87 54670.84
  1e-05 546827.25 30366.49 546827.25
verified
```
